# When an Adatom on a Tight-Binding Chain Has Bound States

To compute the charge or the one-electron energy of an atom adsorbed from a plasma on a metal wall, one integrates the density of states on the atom over the occupied levels. Before doing so one must decide whether an integral over the substrate band is enough, or whether discrete levels outside the band must be added. For the hydrogen-like example below, the band integral alone would miss 84% of the adatom's spectral weight. In the simplest model of the bond, an adatom attached to the end of a semi-infinite chain with all site energies equal, the decision rests on one inequality: discrete levels exist if and only if $V^2>2t^2$, where $V$ is the coupling of the adatom to the chain and $t$ is the hopping within it.

Let the adatom carry one orbital with amplitude $a$, and let the chain sites $n=1,2,3,\dots$ carry amplitudes $c_n$. The orbitals are orthonormal, all site energies are equal and serve as the zero of energy, and electrons do not interact. The matrix element between adatom and site 1 is $-V$, and between neighbouring chain sites it is $-t$, with $V,t>0$. The eigenvalue equations are

$$
Ea=-Vc_1,\qquad Ec_1=-Va-tc_2,\qquad Ec_n=-t(c_{n-1}+c_{n+1})\quad(n\ge2).
$$

The infinite chain has the band $|E|\le2t$. A bound state is a nonzero solution with finite norm $|a|^2+\sum_n|c_n|^2$. The case $V=0$ is set aside, because a detached adatom is trivially a localized state at $E=0$.

Consider first energies inside the band, and write $E=-2t\cos k$ with $0<k<\pi$. The last equation then has the general solution $c_n=Ae^{ikn}+Be^{-ikn}$. Finite norm requires $c_n\to0$, but

$$
c_{n+1}-e^{-ik}c_n=A e^{ikn}\left(e^{ik}-e^{-ik}\right)=2i\sin k\,A\,e^{ikn},
$$

whose modulus $2|A|\sin k$ does not depend on $n$. It can tend to zero only if $A=0$, and the same argument with $k\to-k$ gives $B=0$. At the band edges $E=\mp2t$ the general solution is $c_n=(A+Bn)(\pm1)^n$, which also tends to zero only if $A=B=0$. In all these cases every $c_n$ vanishes. The equation for site 1 then reads $0=-Va$, so $a=0$ as well. For $V\neq0$ there is thus no bound state in the band or at its edges. To say that bound states "leave the band" is therefore loose: none is waiting inside to come out. Below threshold all of the adatom's weight lies in the continuum, but not without structure: for $V^2/t^2$ above about 1.2 its density of states, derived below, has two maxima, which move out toward the band edges as the threshold is approached.

Outside the band, try $c_n\propto\lambda^n$. The bulk equation gives

$$
E=-t\left(\lambda+\frac1\lambda\right),\qquad\text{or}\qquad \lambda^2+\frac Et\lambda+1=0 .
$$

For $|E|>2t$ the discriminant $E^2/t^2-4$ is positive, so both roots are real. Their product is 1, so one has modulus below 1 and the other above 1. Finite norm keeps the decaying root, and $c_n=c_1\lambda^{n-1}$ with $0<|\lambda|<1$. Insert this into the equation for site 1:

$$
-t\left(\lambda+\frac1\lambda\right)c_1=-Va-t\lambda c_1
\quad\Longrightarrow\quad \frac{t}{\lambda}c_1=Va
\quad\Longrightarrow\quad c_1=\frac{V\lambda}{t}a .
$$

Hence $a\neq0$, since otherwise the whole solution would vanish. The adatom equation becomes

$$
-t\left(\lambda+\frac1\lambda\right)a=-\frac{V^2\lambda}{t}a .
$$

Division by $-t\lambda a$ gives

$$
1+\frac1{\lambda^2}=\frac{V^2}{t^2}
\quad\Longrightarrow\quad \frac1{\lambda^2}=\frac{V^2-t^2}{t^2}.
$$

A real decaying solution needs $1/\lambda^2>1$, that is $V^2-t^2>t^2$, or

$$
V^2>2t^2 .
$$

Every step can be read backwards, so the condition is sufficient as well as necessary. When it holds, both signs $\lambda=\pm t/\sqrt{V^2-t^2}$ are allowed. The energy follows from $E=-t\lambda(1+1/\lambda^2)=-\lambda V^2/t$:

$$
E=\mp\frac{V^2}{\sqrt{V^2-t^2}} .
$$

Positive $\lambda$ belongs to the lower, bonding state, whose amplitudes all have one sign. Negative $\lambda$ belongs to the upper, antibonding state, whose amplitudes alternate. The two appear together.

The energy formula must not be used without the inequality. Squaring it and subtracting the squared band edge gives

$$
E^2-4t^2=\frac{V^4-4t^2V^2+4t^4}{V^2-t^2}=\frac{(V^2-2t^2)^2}{V^2-t^2}.
$$

This is positive for $t<V<\sqrt2\,t$ too. The formula then returns an energy outside the band although no state exists there, because the corresponding $\lambda$ has modulus above 1 and the amplitudes grow into the chain. It is the decay of the amplitudes, not the value of the energy, that decides.

The necessity of the inequality can also be seen without solving for any state. For a normalizable set of amplitudes,

$$
\langle H\rangle=-2V\,\mathrm{Re}(a^*c_1)-2t\sum_{n\ge1}\mathrm{Re}(c_n^*c_{n+1}).
$$

In the sum $\sum_{n\ge1}|c_n-c_{n+1}|^2$ each $|c_n|^2$ occurs twice, except $|c_1|^2$, which occurs once. Therefore

$$
2t\sum_{n\ge1}|c_n|^2-2t\sum_{n\ge1}\mathrm{Re}(c_n^*c_{n+1})
=t\sum_{n\ge1}|c_n-c_{n+1}|^2+t|c_1|^2 .
$$

Add $2t|a|^2-2V\,\mathrm{Re}(a^*c_1)$ to both sides and complete the square in $c_1$:

$$
\langle H\rangle+2t\langle1\rangle
=t\sum_{n\ge1}|c_n-c_{n+1}|^2+t\left|c_1-\frac Vta\right|^2+\left(2t-\frac{V^2}{t}\right)|a|^2 ,
$$

where $\langle1\rangle$ is the squared norm. If $V^2\le2t^2$, no term is negative and no state can lie below $-2t$. Changing $c_n$ to $(-1)^nc_n$ reverses the sign of every matrix element, so no state can lie above $2t$ either. The last term shows the competition: $2t$ is the cost of placing the electron on the adatom, measured from the band bottom, and $V^2/t$ is the most that the coupling can return at that energy.

The case $V=t$ helps to place the factor 2. The adatom is then simply one more site of the same chain, and a uniform chain has no state bound to its end. The end bond must be stronger than the others by a factor above $\sqrt2$. In the opposite limit $V\gg t$,

$$
|E|=V\left(1-\frac{t^2}{V^2}\right)^{-1/2}\approx V+\frac{t^2}{2V},
$$

which is a diatomic "surface molecule" of adatom and site 1, with levels $\pm V$ weakly corrected by the rest of the chain.

The weight of a bound state on the adatom, $Z=|a|^2$, follows from normalization. The chain part is a geometric series:

$$
\frac1Z=1+\frac{V^2}{t^2}\,\frac{\lambda^2}{1-\lambda^2}
=1+\frac{V^2}{V^2-2t^2}=\frac{2(V^2-t^2)}{V^2-2t^2},
$$

where $\lambda^2/(1-\lambda^2)=t^2/(V^2-2t^2)$ was used. Thus

$$
Z=\frac{V^2-2t^2}{2(V^2-t^2)},\qquad 1-2Z=\frac{t^2}{V^2-t^2}.
$$

By completeness the second quantity is the weight left in the band. It can also be found from the density of states. Let $g$ be the retarded Green function of the end site of the bare chain. The adatom's Green function $G$ obeys $EG+VG_1=1$, where $G_1=-VgG$ is the response of site 1 to the adatom, so $G=1/(E-V^2g)$. Removing the end site of the chain leaves an identical chain, so the same argument gives $g=1/(E-t^2g)$, or $t^2g^2-Eg+1=0$. In the band the root with negative imaginary part is $g=(E-is)/(2t^2)$, with $s=\sqrt{4t^2-E^2}$. The adatom density of states is then

$$
\rho(E)=-\frac1\pi\mathrm{Im}\,G
=\frac1\pi\,\frac{V^2s/(2t^2)}{E^2\left(1-V^2/2t^2\right)^2+V^4s^2/(4t^4)} .
$$

At threshold, $V^2=2t^2$, this reduces to $\rho=1/(\pi s)$. It diverges at both band edges, yet its integral is $\frac1\pi\left[\arcsin(E/2t)\right]_{-2t}^{2t}=1$. The edges are strongly enhanced, but no weight has been lost to discrete states.

Just above threshold, set $V^2=2t^2(1+\delta)$. Then $V^2-t^2=t^2(1+2\delta)$, and

$$
\frac{|E|}{2t}=\frac{1+\delta}{\sqrt{1+2\delta}}
=(1+\delta)\left(1-\delta+\tfrac32\delta^2-\tfrac52\delta^3+\dots\right)
=1+\tfrac12\delta^2-\delta^3+\dots
$$

The linear terms cancel, so the levels separate from the band quadratically. In the same notation $Z=\delta/(1+2\delta)$ and $\lambda^2=1/(1+2\delta)$: a newborn bound state lies almost wholly in the chain and reaches about $1/(2\delta)$ sites into it. For $\delta=0.02$ the two correction terms give $2.00\times10^{-4}-0.08\times10^{-4}=1.92\times10^{-4}$. Diagonalizing a chain of 700 sites gives $1.923\times10^{-4}$.

Such extended states make a finite chain a biased detector of the threshold. With $N$ chain sites and $c_{N+1}=0$, the solution at $E=-2t$ is $c_n=B(N+1-n)$. Site 1 requires

$$
Va=2tc_1-tc_2=tB\left[2N-(N-1)\right]=tB(N+1),
$$

and the adatom requires $2ta=Vc_1=VBN$. Eliminating $a$ gives

$$
V^2=2t^2\left(1+\frac1N\right).
$$

The values of $V^2/t^2$ at which the lowest level crosses the band edge, found by diagonalization, are 2.2000, 2.0500 and 2.0125 for 10, 40 and 160 sites, in agreement with this formula. Measured against the band edge of the infinite chain, a finite chain thus places the threshold too high, by a relative error $1/N$ in $V^2$. For an atom on top of the centre of a face of a cubic block of $L\times L\times L$ sites, the bias approaches about $2/L^3$ at large $L$. It falls much faster with the edge length than in the chain, but it is again inversely proportional to the number of sites.

Equal site energies are essential to the number $2t^2$. If the adatom level lies at $\Delta$, its equation becomes $(E-\Delta)a=-Vc_1$, and a lower bound state requires

$$
E-\Delta+\frac{V^2}{t}\lambda(E)=0,\qquad E<-2t .
$$

As $E$ rises from $-\infty$ to $-2t$, the decaying root $\lambda$ rises from 0 to 1. The left side therefore increases steadily from $-\infty$ to $-2t-\Delta+V^2/t$, and it has one zero if that end value is positive and none otherwise. The upper state follows by reversing the signs of $E$ and $\Delta$:

$$
\text{lower: }V^2>t(2t+\Delta),\qquad \text{upper: }V^2>t(2t-\Delta).
$$

Both exist only if $|\Delta|<V^2/t-2t$. Once $|\Delta|>2t$, one of them exists for any coupling, however weak, because the bare level already lies outside the band.

For an example, take rough values for a hydrogen atom on a nickel wall: $t=1.10$ eV, which gives a band 4.40 eV wide in place of the d band, and $V=3.00$ eV at the adsorption site. The critical coupling is $\sqrt2\,t=1.56$ eV, and $V^2/t^2=9.00/1.21=7.44$ is well above 2. With $V^2-t^2=7.79\ \mathrm{eV}^2$, whose root is 2.791 eV,

$$
|E|=\frac{9.00}{2.791}\ \mathrm{eV}=3.22\ \mathrm{eV}\;(0.1185\ \text{hartree}),\qquad
|\lambda|=\frac{1.10}{2.791}=0.394 .
$$

The levels stand 1.02 eV outside the band edges at $\pm2.20$ eV, and their density falls by a factor $\lambda^2=0.155$ from one chain site to the next. Each has adatom weight $Z=6.58/15.58=0.422$. The band keeps 0.155, the same number as $\lambda^2$ because both equal $t^2/(V^2-t^2)$. With the band half filled, the adatom holds $0.422+0.155/2=0.500$ electrons per spin, as the symmetry of the spectrum demands. An integral over the occupied half of the band alone would give 0.078.

An atom arriving from the plasma passes through the threshold. Let the coupling fall with height $z$ above the adsorption site as $V(z)=V e^{-z/\ell}$, with a rough $\ell=0.10$ nm and with $t$ and the equal site energies held fixed. The bound states appear at

$$
z^*=\ell\ln\frac{V}{\sqrt2\,t}=0.10\ \mathrm{nm}\times\ln\frac{3.00}{1.556}=0.066\ \mathrm{nm}.
$$

Within this model the band integral is complete farther out, and the discrete levels must be added closer in. The statement depends on $\Delta=0$ and does not carry over to a real hydrogen atom. With the electron repulsion $U$ introduced below, the mean-field solution becomes spin-polarized as $V$ falls, and $|\Delta|$ tends to $U/2$, which exceeds $2t$. Each spin then has one discrete level outside the band even beyond $z^*$. For $U=9.8$ eV and half filling it carries about 0.90 of the adatom weight at $z=0.07$ nm, and nearly all of it farther out. This level is discrete only with respect to the single chain. It lies near $\pm4.9$ eV, inside the sp band introduced below, and becomes a resonance when that band is included. For $U=17.0$ eV it lies near $\pm8.5$ eV, outside both bands.

Real nickel breaks several assumptions of the model, and the parameters are rough guesses, neither fitted nor computed. Its d band is about nine-tenths full, not half full. At that filling of the chain the Fermi level lies at 2.09 eV, the adatom holds 0.58 electrons per spin, of which the band integral gives 0.15, and the upper level stands only 1.1 eV above the Fermi level. The further digits given here serve only to follow the arithmetic and to compare the variants of the model. The most important difference in kind is the broad sp band, which overlaps the d band and extends past the levels found here. Represent it by a second chain, centred at the same energy, with rough hopping 2.50 eV and coupling 1.00 eV to the adatom. The levels at $\pm3.22$ eV then become resonances at $\pm3.34$ eV with a full width of 0.28 eV, which corresponds to an electron lifetime $\hbar/(0.278\ \mathrm{eV})=2.4$ fs. The width is sensitive to the guessed coupling: it is 0.07, 0.68 and 1.3 eV for couplings of 0.5, 1.5 and 2.0 eV, a range of almost a factor of 20, so the model does not fix the lifetime even to an order of magnitude. With atomic orbitals 0.15 to 0.18 nm apart, hydrogen 1s overlaps nickel 4s by 0.4 to 0.5 but nickel $3d_{z^2}$ by only 0.12 to 0.15, so the sp coupling may well be larger than the value assumed. With the adatom attached to the ends of both chains, a truly discrete level must lie outside both bands. Other geometries can hold one inside a band, at an energy where the coupling to the band states vanishes: an adatom on site 2 of a single chain has a bound state at $E=0$ with $c_1=-Va/t$ and all other $c_n=0$. In the two-chain model a sharp level appears beyond the sp band edges at $\pm5.00$ eV only when the sp coupling exceeds about 2.8 eV. For weaker sp coupling, the inequality indicates only roughly where a resonance splits from the d band, and not the birth of a sharp state. In a numerical integral the peak must still be covered, but it has a width that a grid can resolve.

Electron repulsion is the largest energy left out. Two electrons in the frozen hydrogen 1s orbital repel each other by $U=17.0$ eV. The actual spacing of the ionization and affinity levels of the free atom is smaller, about 12.8 eV, so this bare $U$ is an upper value. In mean field, with the level centred for equal spin populations, an electron of one spin sees the offset $\Delta=U(n'-\tfrac12)$, where $n'$ is the adatom occupation by the other spin. Hence $|\Delta|\le U/2=8.5$ eV. Both bound states survive if $|\Delta|<9.00/1.10-2.20=5.98$ eV, and the bare $U$ can exceed this limit. At half filling and $V=3.00$ eV the self-consistent solution polarizes for $U$ above about 10.5 eV; with $U=17.0$ eV it reaches $|\Delta|=6.8$ eV and keeps only one discrete level per spin. The metal screens the repulsion: a classical image charge raises the ionization level and lowers the affinity level, and so reduces $U$ by $e^2/(8\pi\varepsilon_0d)$, where $d$ is the distance from the image plane. For a rough $d=0.10$ nm this leaves $U=9.8$ eV and $|\Delta|\le4.9$ eV, within the limit. The same reduction applied to the 12.8 eV spacing would leave 5.6 eV. Hydrogen adsorbed on nickel sits only about 0.1 nm above the top layer of nuclei, at or inside the image plane, where the classical formula does not apply; $d=0.10$ nm is only a stand-in for the screening, and these are bounds on the offset, not estimates of it. Any further difference between the hydrogen level and the band centre adds to $\Delta$. Correlation beyond mean field is not covered.

Geometry moves the threshold as well. For an atom on top of a surface site of a simple cubic half-space with the same 4.40 eV bandwidth (hopping 0.367 eV), the critical coupling is 1.96 eV instead of 1.56 eV, and the levels at $V=3.00$ eV lie at $\pm3.12$ eV. The splitting-off height drops to $0.10\ \mathrm{nm}\times\ln(3.00/1.961)=0.043$ nm. Hydrogen on nickel occupies hollow sites, and there the two states no longer appear together. In the fourfold hollow of the same lattice, with coupling $V/2$ to each of the four neighbours, the lower state needs $V$ above about 1.6 eV and the upper one above about 2.5 eV, and at $V=3.00$ eV the levels lie at $-3.47$ and $+2.72$ eV.

Orbital overlap $S$ between the adatom and site 1 replaces $V$ by $V+SE$ in both equations that contain it. This weakens the coupling for the lower state and strengthens it for the upper one. With a rough $S=0.20$ the levels move to $-2.74$ and $+3.96$ eV, and the lower state reaches the band edge when $V-2tS=\sqrt2\,t$, that is at $V=2.00$ eV. The lower level then stands 0.54 eV from the band instead of 1.02 eV, a larger shift than those from the sp band or the cubic geometry for the rough parameters chosen here. Temperature matters less: in this model it changes only the occupations, and only within a few $kT$ of the Fermi level. At a wall temperature of 400 K, $kT=0.034$ eV, while the bound levels of the original model lie 3.22 eV from the Fermi level of the half-filled band. Thermal motion of the atom, which would modulate $V$, has not been estimated.

The inequality says where the one-electron spectral weight lies. It does not give a sticking or recombination probability, which also requires the total energy along the reaction path and the transfer of energy to the wall. The values for the main example are listed in the numerical output that follows.

## Calculated quantities

```
INPUTS (rough, hydrogen on nickel)
hopping t = 1.10 eV
coupling V = 3.00 eV
band edges = +-2.20 eV, width 4.40 eV
wall temperature = 400 K
decay length of V = 0.10 nm
THRESHOLD
V^2/t^2 at exit, chain of 10 sites = 2.20000
V^2/t^2 at exit, chain of 40 sites = 2.05000
V^2/t^2 at exit, chain of 160 sites = 2.01250
critical coupling sqrt(2) t = 1.5556 eV
V^2/t^2 in the example = 7.438
delta = 0.02: |E|/2t - 1 = 1.9229e-04
BOUND STATES
energies = +-3.2246 eV
energies = +-0.11850 hartree
distance from band edge = 1.0246 eV
amplitude ratio |lambda| = 0.3941
density ratio lambda^2 = 0.1553
adatom weight Z of each state = 0.4223
adatom weight in the band = 0.1553
splitting-off height above site = 0.0657 nm
NEGLECTED EFFECTS
largest offset |Delta| keeping both = 5.982 eV
1s repulsion U, bare = 17.01 eV
half of bare U = 8.50 eV
image-plane distance used = 0.10 nm
U with image reduction = 9.81 eV
half of reduced U = 4.90 eV
sp chain: hopping 2.50 eV, coupling 1.00 eV
resonance position with sp band = +-3.344 eV
resonance full width = 0.278 eV
first-order full width = 0.258 eV
resonance lifetime = 2.37 fs
cubic half-space: hopping = 0.3667 eV
cubic half-space: critical V = 1.961 eV
cubic half-space: energies = +-3.124 eV
overlap used = 0.20
with overlap: lower state = -2.743 eV
with overlap: upper state = 3.963 eV
with overlap: lower-state critical V = 1.996 eV
kT at the wall = 0.0345 eV
```
